\section*{Logarithmic rise of sound velocity in silica from resonant two-level systems}

\section{A glass that stiffens on warming}

A 30 MHz longitudinal sound wave crosses vitreous silica in a dilution refrigerator, and the glass is warmed from 0.02 to 0.2 K. Thermal phonons are a poor candidate for any visible change of velocity: in the example below, their energy density at 0.2 K is about $10^{-14}$ of the elastic modulus. Glasses also hold atoms or groups of atoms that tunnel between two nearby positions. How does the sound velocity change when these two-level systems (TLS) are warmed?

Take first one symmetric TLS with tunnel splitting $\Delta_0$. A strain $e$ favours one position over the other:
\begin{equation}
H=\tfrac12\Delta_0\sigma_x+\gamma e\,\sigma_z .
\end{equation}
The deformation energy $\gamma$ is defined by this equation, so the two wells shift relative to each other by $2\gamma e$. For a static strain the splitting is
\begin{equation}
E(e)=\sqrt{\Delta_0^2+4\gamma^2e^2}\simeq\Delta_0+\frac{2\gamma^2e^2}{\Delta_0}.
\end{equation}
The levels are $\pm E/2$, so the free energy is $F=-kT\ln[2\cosh(E/2kT)]$ and $dF/dE=-\frac12\tanh(E/2kT)$. Hence
\begin{equation}
\left.\frac{d^2F}{de^2}\right|_{0}=-\frac{2\gamma^2}{\Delta_0}\tanh\frac{\Delta_0}{2kT}.
\end{equation}
The second derivative of free energy with respect to strain is a stiffness, so the TLS softens the solid. At $kT\ll\Delta_0$ the softening is $2\gamma^2/\Delta_0$; at $kT\gg\Delta_0$ it falls to $\gamma^2/kT$. The strain pushes the two levels in opposite directions, and their effects cancel as the populations become equal. Warming therefore restores stiffness. What remains is to include the wave's frequency, the asymmetry of the wells and the spread of splittings.

\section{An asymmetric system in an oscillating strain}

With asymmetry $\Delta$,
\begin{equation}
H=\tfrac12(\Delta\sigma_z+\Delta_0\sigma_x)+\gamma e(t)\sigma_z,\qquad E=\sqrt{\Delta^2+\Delta_0^2}.
\end{equation}
Let $c=\Delta/E$ and $u=\Delta_0/E$. The rotation
\begin{equation}
\sigma_z=c\,\tau_z-u\,\tau_x,\qquad \sigma_x=u\,\tau_z+c\,\tau_x
\end{equation}
turns the unstrained part into $E\tau_z/2$, because the coefficient of $\tau_x$ is proportional to $-\Delta u+\Delta_0c=0$. The strain term becomes $\gamma e(c\tau_z-u\tau_x)$. Its first part modulates the splitting; its second part mixes the levels.

Put $e=e_0\cos\omega t$ and $g=\gamma e_0$. Let $X,Y,Z$ be the expectation values of $\tau_x,\tau_y,\tau_z$. In thermal equilibrium $X=Y=0$ and $Z=-\tanh(E/2kT)$. Using $\hbar\dot A=i[H,A]$ and $[\tau_x,\tau_y]=2i\tau_z$, the equations to first order in $g$ are
\begin{align}
\hbar\dot X&=-EY,\\
\hbar\dot Y&=EX+2gu\cos(\omega t)\,Z,\\
\hbar\dot Z&=0 .
\end{align}
The omitted terms multiply $g$ by $X$ or $Y$, which are themselves of order $g$. Differentiating the first equation and inserting the second gives
\begin{equation}
\hbar^2\ddot X+E^2X=2guE\tanh\frac{E}{2kT}\cos\omega t .
\end{equation}
The steady solution has $\ddot X=-\omega^2X$. With $q=\hbar\omega$ for the acoustic quantum,
\begin{equation}
X=\frac{2guE}{E^2-q^2}\tanh\frac{E}{2kT}\,\cos\omega t .
\end{equation}
The stress from one TLS, per unit volume, is $\partial\langle H\rangle/\partial e=\gamma\langle\sigma_z\rangle$. The mixing part of $\sigma_z$ is $-u\tau_x$, so the change of modulus is
\begin{equation}
\delta M_{\rm res}=-\gamma^2u^2\,\frac{2E}{E^2-q^2}\tanh\frac{E}{2kT}.
\label{one}
\end{equation}
For $\Delta=0$ and $q\to0$ this is the static result above. A TLS with $E>q$ follows the strain in phase and softens the solid; one with $E<q$ responds in antiphase and stiffens it. As a test, the driven equations of motion were integrated for $\Delta=0.6$, $\Delta_0=0.8$, $kT=0.7$ in units of $E$. The response of $\langle\sigma_z\rangle$ per unit $g$ was $-0.895$ at $q/E=0.35$ and $+0.503$ at $q/E=1.6$, as (\ref{one}) requires.

This is called the resonant response because of its denominator. The name does not mean that systems with $E=q$ dominate it.

\section{Summing over the glass}

The standard tunnelling model assumes a broad distribution of asymmetries and of tunnel barriers. The number of TLS per volume is taken as
\begin{equation}
dN=\bar P\,d\Delta\,\frac{d\Delta_0}{\Delta_0},\qquad \Delta\ge0,
\end{equation}
where $\Delta$ counts asymmetries by magnitude. Change variables to $E$ and $u$, with $\Delta=E\sqrt{1-u^2}$ and $\Delta_0=Eu$. The Jacobian is
\begin{equation}
E\sqrt{1-u^2}+\frac{Eu^2}{\sqrt{1-u^2}}=\frac{E}{\sqrt{1-u^2}},
\end{equation}
and division by $\Delta_0=Eu$ gives
\begin{equation}
dN=\bar P\,\frac{dE\,du}{u\sqrt{1-u^2}} .
\end{equation}
The distribution diverges at small $u$, but the coupling in (\ref{one}) supplies $u^2$, and
\begin{equation}
\int_0^1\frac{u\,du}{\sqrt{1-u^2}}=1 .
\end{equation}
Very slow tunnellers are numerous but contribute little here.

The modulus is $M=\rho v^2$, so at fixed density a small change obeys $\delta v/v=\delta M/(2\rho v^2)$. The factor 2 in (\ref{one}) cancels the one in this denominator:
\begin{equation}
\frac{\delta v}{v}=-C\,{\rm P}\!\!\int_0^{E_m}\!\frac{E\tanh(E/2kT)}{E^2-q^2}\,dE,\qquad C=\frac{\bar P\gamma^2}{\rho v^2}.
\label{pv}
\end{equation}
Here $E_m$ is the upper end of the TLS spectrum, and P denotes the principal value, which is the limit of weak damping of each TLS. Damping enters linearly in the linewidth, so the small finite-frequency corrections derived below assume a linewidth far smaller than $q$; in the silica example, a uniform width of $0.1\,q$ would lower the rise by $0.005\,C$. The integral depends on $E_m$, so the model predicts differences of velocity between temperatures more reliably than the absolute shift.

\section{The logarithm at zero frequency}

Set $q=0$ in (\ref{pv}). The integral becomes
\begin{equation}
K_0(T)=\int_0^{E_m}\frac{\tanh(E/2kT)}{E}\,dE .
\end{equation}
Its derivative can be taken under the integral:
\begin{equation}
-\frac{dK_0}{d\ln T}=\int_0^{E_m}\frac{dE}{2kT\cosh^2(E/2kT)}=\tanh\frac{E_m}{2kT}.
\label{weight}
\end{equation}
For $kT\ll E_m$ the right side is 1 up to a term of order $e^{-E_m/kT}$. Integrating from $T_0$ to $T$,
\begin{equation}
\boxed{\frac{v(T)-v(T_0)}{v}=C\ln\frac{T}{T_0}}
\label{log}
\end{equation}

Equation (\ref{weight}) also shows where the rise comes from. Its integrand falls by only about a fifth between $E=0$ and $E=kT$, and decays exponentially for $E\gg kT$. Each equal step in $\ln T$ equalises the populations of a new layer of TLS and removes their softening. Since $\int dE/E$ gives every logarithmic interval of energy the same weight, each layer counts equally.

In the opposite limit, $kT\gg E_m$, the slope tends to $CE_m/2kT$ and the rise stops, because no unequalised TLS remain. The logarithm thus needs a flat spectrum reaching well above $kT$.

\section{Restoring the acoustic quantum}

The remainder left out by setting $q=0$ follows from
\begin{equation}
\frac{E}{E^2-q^2}-\frac1E=\frac{q^2}{E(E^2-q^2)} .
\end{equation}
It falls as $E^{-3}$, so the upper limit may be moved to infinity; the part added depends on temperature only through exponentially small terms. Define
\begin{equation}
D={\rm P}\!\!\int_0^\infty\frac{q^2\tanh(E/2kT)}{E(E^2-q^2)}\,dE .
\end{equation}
The partial-fraction series of the hyperbolic tangent is
\begin{equation}
\tanh\frac{E}{2kT}=4kTE\sum_{n=0}^\infty\frac1{E^2+\nu_n^2},\qquad \nu_n=2\pi kT\,a,\quad a=n+\tfrac12 .
\end{equation}
The factor $E$ cancels, and each term is split as
\begin{equation}
\frac1{(E^2-q^2)(E^2+\nu_n^2)}=\frac1{q^2+\nu_n^2}\left[\frac1{E^2-q^2}-\frac1{E^2+\nu_n^2}\right].
\end{equation}
The first piece has antiderivative $(1/2q)\ln|(E-q)/(E+q)|$. This vanishes at both $0$ and $\infty$, and the contributions from the two sides of $E=q$ cancel in the principal value. The second piece integrates to $\pi/2\nu_n$. With $y=q/(2\pi kT)$,
\begin{equation}
D=-4kTq^2\sum_n\frac{\pi}{2\nu_n(\nu_n^2+q^2)}=-\sum_{n=0}^\infty\frac{y^2}{a(a^2+y^2)} .
\label{D}
\end{equation}
Dropping $y^2$ from the denominator enlarges each term, and $\sum a^{-3}=8\sum(2n+1)^{-3}=7\zeta(3)$. Therefore
\begin{equation}
-7\zeta(3)\,y^2<D<0 .
\end{equation}
The remainder is at most of order $(q/kT)^2$. Since $\delta v/v=-C(K_0+D)$, the leading correction to (\ref{log}) is
\begin{equation}
7\zeta(3)\,C\,(y^2-y_0^2),
\label{corr}
\end{equation}
with $y_0$ taken at $T_0$. It is negative on warming.

\section{The opposite limit: a large acoustic quantum}

The sum (\ref{D}) can be closed. Write
\begin{equation}
\frac{y^2}{a(a^2+y^2)}=\frac1a-\frac{a}{a^2+y^2}=\frac1a-{\rm Re}\,\frac1{a+iy}.
\end{equation}
The digamma function has the series $\psi(z)=-\gamma_{\rm E}+\sum_n[1/(n+1)-1/(n+z)]$, where $\gamma_{\rm E}$ is Euler's constant. Thus $D=\psi(\frac12)-{\rm Re}\,\psi(\frac12+iy)$. Using $\ln(T/T_0)=\ln y_0-\ln y$ and letting $T_0\to0$, where ${\rm Re}\,\psi(\frac12+iy_0)-\ln y_0\to0$,
\begin{equation}
\frac{v(T)-v(0)}{v}=C\left[{\rm Re}\,\psi\!\left(\tfrac12+iy\right)-\ln y\right].
\end{equation}

For $kT\ll q$ the behaviour follows directly from (\ref{pv}). Heating changes $\tanh(E/2kT)$ by $-2/(e^{E/kT}+1)$, which matters only for $E\ll q$, where $E^2-q^2\simeq-q^2$. Hence
\begin{equation}
\frac{v(T)-v(0)}{v}\simeq-\frac{2C}{q^2}\int_0^\infty\frac{E\,dE}{e^{E/kT}+1}=-\frac{\pi^2}{6}C\left(\frac{kT}{q}\right)^2 .
\end{equation}
The velocity first falls: the TLS being equalised lie below the acoustic quantum, and these had been stiffening the glass. The minimum lies at $kT=0.441\,q$; quadrature of (\ref{pv}) confirms a fall below it and a rise above it. For $q=3kT_0$, warming from $T_0$ to $2T_0$ changes $v/v_0$ by only $0.046\,C$, against $0.693\,C$ from the logarithm. The condition $q\ll kT$ must therefore hold at the colder end of the range.

\section{The part that follows by relaxation}

The term $\gamma ec\,\tau_z$ shifts the splitting by $\delta E=2\gamma ec$. An isolated TLS keeps its populations, but contact with phonons drives them toward the new equilibrium. The equilibrium change is
\begin{equation}
\delta Z=-\frac{\delta E}{2kT\cosh^2(E/2kT)} .
\end{equation}
If the populations relax in time $\tau$, the in-phase part is reduced by $1/(1+\omega^2\tau^2)$. The stress $\gamma c\,\delta Z$ gives
\begin{equation}
\delta M_{\rm rel}=-\frac{\gamma^2c^2}{kT\cosh^2(E/2kT)}\,\frac1{1+\omega^2\tau^2}.
\end{equation}
In the static limit the two parts must add to the curvature of the free energy. For the TLS used above, with $\gamma=1$, they are $-0.7851$ and $-0.3208$; numerical differentiation of $F$ gives $-1.1059$, their sum.

The rate follows from the golden rule. A mode of wavevector $\kappa$ in volume $V$ has squared strain amplitude $\hbar\kappa^2/(2\rho V\omega_\kappa)$, and emission plus absorption supplies $2n+1=\coth(E/2kT)$. With mode density $V\omega^2/(2\pi^2v^3)$ per branch, at $\omega=E/\hbar$,
\begin{equation}
\frac1\tau=\left(\frac{\gamma_l^2}{v_l^5}+\frac{2\gamma_t^2}{v_t^5}\right)\frac{\Delta_0^2E}{2\pi\rho\hbar^4}\coth\frac{E}{2kT}.
\end{equation}
Subscripts $l$ and $t$ denote longitudinal and transverse sound. An explicit sum over longitudinal modes in a box reproduced that branch's rate within 0.2\%.

With $x=E/kT$, summing over the glass gives
\begin{equation}
\left.\frac{\delta v}{v}\right|_{\rm rel}=-\frac C2\int_0^\infty\frac{dx}{\cosh^2(x/2)}\int_0^1\frac{\sqrt{1-u^2}}{u}\,\frac{du}{1+\omega^2\tau^2}.
\end{equation}
Write $1/\tau=u^2\Gamma$; at fixed $x$, $\Gamma\propto T^3$.

\emph{Slow limit.} For $\Gamma\ll\omega$ the last factor is $u^4\Gamma^2/\omega^2$. The contribution grows as $T^6/\omega^2$, and (\ref{log}) holds while it is small.

\emph{Fast limit.} For $\Gamma\gg\omega$ the $u$ integral is cut off near $u=\sqrt{\omega/\Gamma}$, giving $\frac12\ln(\Gamma/\omega)$ plus a constant. Its slope in $\ln T$ is $\frac32$. The $x$ integral equals 2, so relaxation contributes $-\frac32C$ and the total slope is $C-\frac32C=-\frac12C$. At 1 kHz between 1 and 2 K the computed mean slope is $-0.493\,C$. This requires the distribution $d\Delta_0/\Delta_0$ to continue well below $\Delta_0=E\sqrt{\omega/\Gamma}$: a lower cutoff at $\Delta_0/k=1$ mK leaves the slope unchanged, but one at 6 mK reduces it to $-0.26\,C$. The ratio $2:-1$ of the rising and falling slopes is a property of this model; low-frequency measurements on vitreous silica have found a ratio nearer $1:-1$. Slow sound can thus lose velocity on warming even though $q\ll kT$.

\section{Numbers for vitreous silica}

Take rough typical values: $\rho=2200$ kg/m$^3$, $v_l=5800$ m/s, $v_t=3800$ m/s, $\gamma_l=1.0$ eV, $\gamma_t=0.65$ eV and $\bar P=1.3\times10^{20}$ eV$^{-1}$cm$^{-3}$. Then $\bar P\gamma_l^2=1.3\times10^{20}$ eV/cm$^3=2.08\times10^7$ J/m$^3$, and
\begin{equation}
C=\frac{2.08\times10^7}{2200\times5800^2}=2.81\times10^{-4}.
\end{equation}
At 30 MHz, $q/k=1.44$ mK, so $kT/q$ is 13.9 at 0.02 K and 139 at 0.2 K. Over this decade, with one more digit of $C$ kept,
\begin{equation}
\frac{\Delta v}{v}=2.814\times10^{-4}\times2.303=6.48\times10^{-4},\qquad \Delta v=3.76\ {\rm m/s}.
\end{equation}
Quadrature of (\ref{pv}) gives $2.3015\,C$; the deficit of $0.0011\,C$ agrees with (\ref{corr}). A direct average over $\Delta$ and $\Delta_0$ at $q=0$ returns $2.3026\,C$.

Energies $E<2q$ supply 2.0\% of the rise. This can be estimated by expanding the hyperbolic tangents for $E\ll kT_0$:
\begin{equation}
\frac12\left(\frac1{kT_0}-\frac1{kT}\right){\rm P}\!\!\int_0^{2q}\!\frac{E^2dE}{E^2-q^2}
=\frac{q}{2}\left(\frac1{kT_0}-\frac1{kT}\right)\left(2-\tfrac12\ln3\right)\simeq0.047,
\end{equation}
which is 2.0\% of 2.30. Energies between $kT_0$ and $5kT$ supply 81\%.

The changes from 0.02 K are listed below. The last column includes both relaxation and the finite acoustic quantum; the latter causes the small difference at 0.05 K. Since the parameters are rough, the third digit serves only to compare the columns.
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & logarithm (m/s) & with both corrections (m/s)\\
0.05 & 1.50 & 1.49\\
0.2 & 3.76 & 3.76\\
0.5 & 5.25 & 5.20\\
1.0 & 6.39 & 6.01\\
2.0 & 7.52 & 6.29
\end{tabular}
\end{center}
At 0.2 K a symmetric TLS with $E=kT$ has $\omega\tau=226$. That number alone overstates the safety margin. In the slow limit the $x$ integrand is proportional to $x^6/\sinh^2(x/2)$, which peaks near $x=6$, where $\omega\tau$ is only about 2. Such systems have small thermal weight, and relaxation changes the rise by just $-0.0006\,C$. The total slope at 0.2 K is still $0.997\,C$. In this model the velocity peaks near 2 K.

These parameters put $C$ at a few $10^{-4}$, the usual size for vitreous silica, and for ultrasound at tens of MHz a nearly logarithmic rise below about 1 K is well established there. At lower frequencies relaxation ends the rise sooner: with the same parameters, the velocity maximum at 1 kHz lies near 0.07 K. The flat spectrum is itself an assumption. If the density varied as $E^{0.1}$, an assumed exponent, the slope would vary as $T^{0.1}$ and grow by 26\% over the decade. With the density matched at $E/k=0.1$ K, the total rise would be 5\% smaller. For this exponent and matching energy, the change exceeds the finite-frequency and relaxation corrections to the rise between 0.02 and 0.2 K. For a strain of $10^{-8}$, $\gamma_le/kT_0$ is 0.006, so thermal TLS respond nearly linearly; saturation of the few with $E$ close to $q$ was not calculated. A cutoff at $E_m/k=10$ K would be imperceptible at 0.2 K, but it would raise the last entry of the table, at 2 K, by about 0.06 m/s: removing TLS that relax raises the velocity, while the accompanying loss of resonant response lowers it by much less. Above a few kelvin, thermally activated hopping and multiphonon processes, absent here, also enter, so the formulas given here should not be extended to those temperatures.

\section*{Computed values}
\begin{verbatim}
density 2200 kg/m^3
longitudinal, transverse velocity 5800, 3800 m/s
couplings gamma_l, gamma_t 1.00, 0.65 eV
TLS density Pbar 1.30e+20 1/(eV cm^3)
frequency 30 MHz; quantum hf/k 1.440 mK
temperatures 0.02, 0.2 K
kT/hf at these 13.9, 138.9
C = 2.814e-04
ln(T/T0) 2.30259
relative velocity rise, log law 6.480e-04
velocity rise, log law 3.759 m/s
reduced rise, principal value 2.30149
reduced finite-frequency correction -1.09e-03
reduced rise, D-D0 grid 2.302584; grid shift -1.3e-08
share of rise from E < 2hf 2.04 %
share from kT0 < E < 5kT 81.0 %
TLS response, hw/E=0.35: -0.89469, formula -0.89470
TLS response, hw/E=1.60: 0.50327, formula 0.50327
free-energy curvature -1.10590 (gamma=k=1)
  resonant -0.78510, relaxation -0.32081
hf=3kT0, T=2T0: reduced rise 0.0461, ln 2 = 0.6931
velocity minimum at kT/hf 0.4408, T 0.635 mK
T (K), change from T0 (m/s): log law, resonant+relaxation
  0.05  1.496  1.494
  0.10  2.627  2.625
  0.20  3.759  3.756
  0.50  5.254  5.196
  1.00  6.386  6.008
  2.00  7.517  6.294
omega*tau, D=0, E=kT=k*0.2 K: 226
reduced relaxation change to 0.2 K -6.44e-04
  grid-halving shift 0.0e+00
total slope / C at 0.2 K 0.9966
velocity maximum at 2.054 K
total slope / C, 1 kHz, 1 to 2 K -0.4934
phonon rate, mode sum / formula 1.0019
density ~ E^0.1, E_ref/k=0.1 K: reduced rise 2.1905
  slope ratio 0.2 K to 0.02 K 1.259
strain 1e-08: gamma*e/k 0.116 mK
  gamma*e/(k T0) 5.80e-03
thermal phonon energy / (rho v^2) 9.2e-15
cutoff 10 K: relative slope loss 3.9e-22
\end{verbatim}
